# Correlation Energy of the Moshinsky Atom and the Limit of Its Series

## Problem

Two electrons of mass $m$ move in three dimensions in a harmonic trap of angular frequency $\omega$. A spring replaces their Coulomb repulsion:

$$
H=\sum_{i=1}^{2}\left(\frac{\mathbf p_i^2}{2m}+\frac{m\omega^2}{2}\mathbf r_i^2\right)+\frac{\kappa}{2}|\mathbf r_1-\mathbf r_2|^2,\qquad g=\frac{\kappa}{m\omega^2}.
$$

This is the Moshinsky atom. The spring constant $\kappa$ is real; $\kappa>0$ means attraction and $\kappa<0$ repulsion. The electrons form a spin singlet.

(a) Find the exact ground-state energy $E$ and the range of $g$ in which a ground state exists.

(b) Find the Hartree-Fock energy $E_{\rm HF}$ in closed form. Decide for which $g$ it is the lowest energy of any determinant with one spin-up and one spin-down electron.

(c) Expand the correlation energy $E_c=E-E_{\rm HF}$ in powers of $g$, giving the general coefficient.

(d) Locate the branch point that limits the series of the exact energy. Find the radius of convergence, the behaviour on its edge, and what happens physically at the branch point.

(e) Start perturbation theory from the mean field that each electron feels from the other electron in the Hartree-Fock state, instead of from the bare trap. Find the series for $E_c$ and the values of $g$ for which it converges, and say how this partition differs from canonical Møller-Plesset theory.

(f) Evaluate the energies and some partial sums for $\hbar\omega=1$ eV, with $g=-0.2$ and $g=1$.

## Solution

### (a) Exact energy

Define

$$
\mathbf R=\frac{\mathbf r_1+\mathbf r_2}{\sqrt2},\qquad \mathbf r=\frac{\mathbf r_1-\mathbf r_2}{\sqrt2}.
$$

This is an orthogonal change of coordinates, so sums of squares keep their form for positions and momenta alike:

$$
\mathbf r_1^2+\mathbf r_2^2=\mathbf R^2+\mathbf r^2,\qquad \mathbf p_1^2+\mathbf p_2^2=\mathbf P^2+\mathbf p^2 .
$$

Since $|\mathbf r_1-\mathbf r_2|^2=2\mathbf r^2$, the spring contributes $\kappa\mathbf r^2$, and

$$
H=\left[\frac{\mathbf P^2}{2m}+\frac{m\omega^2}{2}\mathbf R^2\right]+\left[\frac{\mathbf p^2}{2m}+\frac{m\omega^2+2\kappa}{2}\mathbf r^2\right].
$$

The first bracket is an oscillator of frequency $\omega$. The second is an oscillator with

$$
\omega_r^2=\omega^2+\frac{2\kappa}{m}=\omega^2(1+2g).
$$

For $g>-1/2$ both frequencies are real and positive. Each three-dimensional oscillator has zero-point energy $\tfrac32\hbar$ times its frequency, hence

$$
\boxed{E=\frac32\hbar\omega\left(1+\sqrt{1+2g}\right)}\qquad (g>-\tfrac12).
$$

Exchanging the electrons leaves $\mathbf R$ unchanged and reverses $\mathbf r$. The ground function is a Gaussian in both variables and is even in $\mathbf r$. It is therefore symmetric under exchange and belongs to the antisymmetric spin function, the singlet.

For $g<-1/2$ the relative potential $\tfrac12m\omega^2(1+2g)\mathbf r^2$ is inverted. A wave packet of fixed shape, moved out to a distance $a$, has an energy that falls as $-\tfrac12m\omega^2|1+2g|a^2$. The Hamiltonian is unbounded below. At $g=-1/2$ the relative motion is free, and there is no normalizable ground state either.

### (b) Hartree-Fock energy

Take a determinant with a normalized orbital $\varphi_1$ for spin up and $\varphi_2$ for spin down. The Hamiltonian does not act on spin, so the exchange term vanishes by orthogonality of the spin functions. The energy is the expectation value of $H$ in the product $\varphi_1(\mathbf r_1)\varphi_2(\mathbf r_2)$.

Let $\mathbf d_i=\langle\mathbf r_i\rangle$, $\delta\mathbf r_i=\mathbf r_i-\mathbf d_i$ and $\delta\mathbf p_i=\mathbf p_i-\langle\mathbf p_i\rangle$. Then

$$
\langle\mathbf r_i^2\rangle=\langle\delta\mathbf r_i^2\rangle+\mathbf d_i^2,\qquad
\langle\mathbf p_i^2\rangle=\langle\delta\mathbf p_i^2\rangle+\langle\mathbf p_i\rangle^2 .
$$

In a product state $\langle\delta\mathbf r_1\cdot\delta\mathbf r_2\rangle=0$, so

$$
\langle|\mathbf r_1-\mathbf r_2|^2\rangle=\langle\delta\mathbf r_1^2\rangle+\langle\delta\mathbf r_2^2\rangle+|\mathbf d_1-\mathbf d_2|^2 .
$$

Each $\langle\delta\mathbf r_i^2\rangle$ thus has the coefficient $\tfrac12(m\omega^2+\kappa)=\tfrac12m\Omega^2$, where

$$
\Omega=\omega\sqrt{1+g}.
$$

The energy of the determinant becomes

$$
\mathcal E=\sum_i\left[\frac{\langle\delta\mathbf p_i^2\rangle}{2m}+\frac{m\Omega^2}{2}\langle\delta\mathbf r_i^2\rangle\right]+\sum_i\frac{\langle\mathbf p_i\rangle^2}{2m}+C,
$$

$$
C=\frac{m\omega^2}{2}(\mathbf d_1^2+\mathbf d_2^2)+\frac{\kappa}{2}|\mathbf d_1-\mathbf d_2|^2 .
$$

Each square bracket is at least $\tfrac32\hbar\Omega$. To see this, shift the orbital in position and momentum until both means vanish. The variances do not change, and the bracket becomes the expectation value of an oscillator Hamiltonian of frequency $\Omega$.

For the centres, use $\mathbf d_1^2+\mathbf d_2^2=\tfrac12|\mathbf d_1+\mathbf d_2|^2+\tfrac12|\mathbf d_1-\mathbf d_2|^2$:

$$
C=\frac{m\omega^2}{4}\left[|\mathbf d_1+\mathbf d_2|^2+(1+2g)|\mathbf d_1-\mathbf d_2|^2\right].
$$

For $g>-1/2$ this is non-negative. All the lower bounds are reached together when both orbitals are the centred Gaussian of frequency $\Omega$. Therefore

$$
\boxed{E_{\rm HF}=3\hbar\omega\sqrt{1+g}}
$$

is the global minimum for $g>-1/2$, even when the two spins may have different orbitals.

Moving the orbitals apart, $\mathbf d_1=-\mathbf d_2=\mathbf d$, costs $m\omega^2(1+2g)\mathbf d^2$. This changes sign at $g=-1/2$. At $g=-1/2$ itself the cost is zero, so $E_{\rm HF}$ is still the lowest energy of a determinant but is shared by all such displaced pairs. For $g<-1/2$ the energy of the determinant falls without limit as $|\mathbf d|$ grows, so unrestricted Hartree-Fock becomes unbounded below at the same coupling as the exact problem. Thus $E_{\rm HF}$ is the lowest determinant energy exactly for $g\ge-1/2$. If both electrons are forced into one common orbital, then $\mathbf d_1=\mathbf d_2$ and the dangerous term is absent. This restricted solution survives down to $g=-1$. Between $-1$ and $-1/2$ it gives a finite energy for a system that has no ground state.

### (c) Series of the correlation energy

Subtracting the two results gives

$$
E_c=\frac32\hbar\omega\left[1+\sqrt{1+2g}-2\sqrt{1+g}\right].
$$

The numbers $1$ and $1+2g$ have the mean $1+g$. Because the square root is strictly concave, $E_c<0$ for $g\neq0$, whether the spring attracts or repels.

Now insert $\sqrt{1+x}=\sum_{n\ge0}\binom{1/2}{n}x^n$ with $x=2g$ and $x=g$. The constant terms give $1+1-2=0$. For $n\ge1$ the coefficient in the bracket is $\binom{1/2}{n}(2^n-2)$, which vanishes for $n=1$. Thus

$$
\boxed{E_c=\frac32\hbar\omega\sum_{n=2}^{\infty}\binom{1/2}{n}(2^n-2)\,g^n}
$$

With $\binom{1/2}{2}=-\tfrac18$, $\binom{1/2}{3}=\tfrac1{16}$ and $\binom{1/2}{4}=-\tfrac5{128}$, the factors $2^n-2=2,6,14$ give

$$
E_c=\frac32\hbar\omega\left[-\frac{g^2}{4}+\frac{3g^3}{8}-\frac{35g^4}{64}+\cdots\right].
$$

There is no linear term because the first-order energy is the expectation value of the spring in the bare product state, and Hartree-Fock contains it in full. In second order the exact energy has $\tfrac32\cdot(-\tfrac12)=-\tfrac34$ and the Hartree-Fock energy $3\cdot(-\tfrac18)=-\tfrac38$, in units of $\hbar\omega g^2$. Half of the second-order lowering is relaxation of the orbitals; the other half is correlation.

### (d) The branch point

The exact energy depends on $g$ through $\sqrt{1+2g}$. Go round $g=-1/2$ on a small circle, $g=-\tfrac12+\rho e^{i\theta}$:

$$
\sqrt{1+2g}=\sqrt{2\rho}\,e^{i\theta/2}.
$$

After one circuit, $\theta\to\theta+2\pi$, the root has changed sign. Hence

$$
\boxed{g_b=-\frac12,\qquad \kappa_b=-\frac{m\omega^2}{2}}
$$

is a square-root branch point, and it is the only finite singularity of $E(g)$. The series of $E$ about $g=0$ has radius of convergence $1/2$. The Hartree-Fock energy has its own branch point at $g=-1$ and is analytic at $-1/2$. It cannot cancel the singularity, so the series of $E_c$ also has radius $1/2$.

The coefficients show the same thing. Let $e_n=\tfrac32\hbar\omega\binom{1/2}{n}2^n$ be the coefficient of $g^n$ in $E$ for $n\ge1$. For $n\ge2$,

$$
\frac{e_n}{e_{n-1}}=2\,\frac{\tfrac12-n+1}{n}=-2\left(1-\frac{3}{2n}\right).
$$

A function $(1-g/g_b)^\alpha$ has the coefficient ratio

$$
-\frac1{g_b}\,\frac{\alpha-n+1}{n}=\frac1{g_b}\left(1-\frac{1+\alpha}{n}\right).
$$

Comparison gives $g_b=-1/2$ and $\alpha=1/2$. The numerical check obtains both values from coefficients generated by matrix perturbation theory, without using the closed form.

**Physical meaning.** The relative levels are $(2n_r+l+\tfrac32)\hbar\omega_r$, with radial quantum number $n_r$ and angular momentum $l$; for the singlet, $l$ is even. As $g\to-1/2$ from above, $\omega_r\to0$ and all of them collapse to zero together. The repulsion has then cancelled the trap for the relative motion. This differs from a branch point of a finite matrix at which two eigenvalues meet. The second branch here, $\tfrac32\hbar\omega(1-\sqrt{1+2g})$, lies below the ground-state energy for real $g>-1/2$ and so is not an eigenvalue.

For $g>1/2$ the series diverges, although the atom is stable and its energy is smooth in $g$. The obstacle lies on the repulsive side, at the same distance from the origin.

**On the edge of the disk.** The binomial coefficients can be written as

$$
\left|\binom{1/2}{n}\right|=\frac{1}{4^n(2n-1)}\binom{2n}{n}\qquad(n\ge1).
$$

This holds for $n=1$, where both sides are $1/2$. It holds for larger $n$ because both sides have the ratio $(2n-3)/(2n)$ of successive terms. Stirling's formula gives $\binom{2n}{n}\approx4^n/\sqrt{\pi n}$, so

$$
\left|\binom{1/2}{n}\right|\approx\frac{1}{2\sqrt\pi\,n^{3/2}}\qquad(n\gg1).
$$

These numbers have a finite sum, and the series converges absolutely on the whole circle $|g|=1/2$. At the branch point all its terms beyond first order are negative. The partial sum through order $N$ therefore lies above the limit, by

$$
\frac32\hbar\omega\int_N^\infty\frac{dn}{2\sqrt\pi\,n^{3/2}}=\frac{3\hbar\omega}{2\sqrt{\pi N}}
$$

to leading order in $1/N$. In order $n$ the Hartree-Fock term is $2\cdot2^{-n}$ times the exact term in magnitude. For $n>N$ this factor is at most $2^{-N}$, so the Hartree-Fock part of the tail is at most $2^{-N}$ times the exact part and is negligible.

### (e) Starting from the mean field

In the closed-shell state each electron feels the charge cloud of the other. With $s=\langle\mathbf r^2\rangle$ in the Hartree-Fock orbital, the mean field is

$$
v(\mathbf r_i)=\frac\kappa2(\mathbf r_i^2+s).
$$

The cross term has dropped out because the orbital is centred. The one-electron operator with this field is

$$
F_i=\frac{\mathbf p_i^2}{2m}+\frac{m\Omega^2}{2}\mathbf r_i^2+\frac{\kappa s}{2}.
$$

This is $h+J$, where $h$ is the kinetic energy plus the trap and $J=v$ is the field of one electron. The canonical closed-shell Fock operator is $h+2J-K$, with the exchange operator $K$. The two act alike on the occupied orbital, where $K$ cancels one $J$, but they have different virtual orbitals and orbital energies. The series below is therefore a mean-field (MF) series of Møller-Plesset type, not the canonical Møller-Plesset series. It expands in the part of the interaction not contained in the mean field:

$$
\frac\kappa2|\mathbf r_1-\mathbf r_2|^2-v(\mathbf r_1)-v(\mathbf r_2)=-\kappa\,\mathbf r_1\cdot\mathbf r_2-\kappa s .
$$

Multiply this by an ordering parameter $\lambda$, to be set to 1, and use $\mathbf r_1\cdot\mathbf r_2=\tfrac12(\mathbf R^2-\mathbf r^2)$. With

$$
q=\frac{\kappa}{m\Omega^2}=\frac{g}{1+g},
$$

the Hamiltonian becomes

$$
H(\lambda)=\frac{\mathbf P^2+\mathbf p^2}{2m}+\frac{m\Omega^2}{2}\left[(1-\lambda q)\mathbf R^2+(1+\lambda q)\mathbf r^2\right]+\kappa s(1-\lambda).
$$

These are again two oscillators, with ground-state energy

$$
E(\lambda)=\frac32\hbar\Omega\left[\sqrt{1-\lambda q}+\sqrt{1+\lambda q}\right]+\kappa s(1-\lambda).
$$

At $\lambda=1$ the frequencies are $\Omega\sqrt{1-q}=\omega$ and $\Omega\sqrt{1+q}=\omega_r$, as they must be. The linear terms of the two roots cancel. Orders zero and one together give $3\hbar\Omega+\kappa s-\kappa s=E_{\rm HF}$. The remaining orders are the correlation energy:

$$
\boxed{E_c=3\hbar\Omega\sum_{n=2,4,6,\ldots}\binom{1/2}{n}q^n=-3\hbar\Omega\left[\frac{q^2}{8}+\frac{5q^4}{128}+\cdots\right]}
$$

Odd orders from the third on vanish. The reason is a symmetry: reversing $\mathbf r_1$ alone leaves the operators $F_i$ unchanged but reverses $\mathbf r_1\cdot\mathbf r_2$, which is the same as changing the sign of $q$. The second-order term is

$$
E^{(2)}=-\frac38\hbar\Omega q^2=-\frac38\hbar\omega\frac{g^2}{(1+g)^{3/2}} .
$$

The branch points in $\lambda$ are at $\pm1/q$. They lie outside the unit circle when $|q|<1$. For $1+g>0$ this means $g^2<(1+g)^2$, or $1+2g>0$. This mean-field series therefore converges for every $g>-1/2$, the whole range in which the atom has a ground state. At $g=-1/2$, where $q=-1$, it still converges, because the numbers $\left|\binom{1/2}{n}\right|$ have a finite sum. For $-1<g<-1/2$, $|q|>1$ and it diverges. The limit $g<1/2$ on the attractive side belongs to the expansion about the bare trap. The $h+J$ partition removes it in this model by putting part of the spring into the reference frequency $\Omega$.

These results do not carry over to canonical Møller-Plesset theory, whose virtual orbitals feel the extra term $J-K$. For $\hbar\omega=1$ eV, in a basis of oscillator orbitals of frequency $\Omega$ with up to 8 quanta, the gap from the occupied to the lowest virtual level of $h+2J-K$ is about 3.08 eV at $g=1$ and 0.32 eV at $g=-0.2$, instead of $\hbar\Omega=1.41$ and $0.89$ eV. The canonical second-order energies are $-0.0595$ eV and $-0.0583$ eV. The third-order energies do not vanish; they are about $-0.03$ eV and $+0.11$ eV. In that basis the canonical series converges to $E_c$ at $g=1$ but diverges at $g=-0.2$, its terms growing by nearly a factor of two per order.

### (f) Numbers

For $\hbar\omega=1$ eV the frequency is $\omega=1.519\times10^{15}$ rad/s, and the electron mass gives $m\omega^2=2.103$ N/m. The critical spring constant is $\kappa_b=-\tfrac12m\omega^2=-1.051$ N/m.

For $g=-0.2$, a repulsive spring with $\kappa=-0.4205$ N/m:

$$
E=1.5\,(1+0.77460)\ \text{eV}=2.6619\ \text{eV},
$$

$$
E_{\rm HF}=3\times0.89443\ \text{eV}=2.6833\ \text{eV}.
$$

The difference is $E_c=-0.02139$ eV $=-3.43\times10^{-21}$ J, in magnitude 0.8 % of the exact energy.

For $g=1$, an attractive spring with $\kappa=2.103$ N/m:

$$
E=1.5\,(1+1.73205)\ \text{eV}=4.0981\ \text{eV},
$$

$$
E_{\rm HF}=3\times1.41421\ \text{eV}=4.2426\ \text{eV}.
$$

Here $E_c=-0.14456$ eV $=-2.316\times10^{-20}$ J, or 3.5 % of the exact energy in magnitude.

The second-order terms for $g=-0.2$, where $q=-0.25$, are

$$
-0.375\times(-0.2)^2\ \text{eV}=-0.01500\ \text{eV}
$$

in the coupling series and

$$
-0.375\times0.89443\times(-0.25)^2\ \text{eV}=-0.02096\ \text{eV}
$$

in the mean-field (MF) series of part (e). Partial sums for $E_c$ through a given order, in eV, are:

| Order | $g=-0.2$, powers of $g$ | $g=-0.2$, MF | $g=1$, powers of $g$ | $g=1$, MF |
|---|---|---|---|---|
| 2 | −0.01500 | −0.02096 | −0.3750 | −0.13258 |
| 4 | −0.02081 | −0.02137 | −0.6328 | −0.14294 |
| 10 | −0.02139 | −0.02139 | −9.122 | −0.14456 |
| 20 | −0.02139 | −0.02139 | −3284 | −0.14456 |

At $g=-0.2$ both series converge. At $g=1$ the coupling series diverges, its successive terms growing by a factor that approaches $|2g|=2$ in magnitude. The MF series has $q=0.5$ there and converges.

At the branch point itself the correlation energy has the finite limit $1.5\,(1-\sqrt2)$ eV $=-0.6213$ eV. The sum through order 4000 is still 0.0134 eV too high, in agreement with $3\hbar\omega/(2\sqrt{\pi N})$.

The instability is also visible numerically. Shifting the two Hartree-Fock orbitals by $\pm0.5$ oscillator lengths $\sqrt{\hbar/(m\omega)}$ costs $+0.025$ eV at $g=-0.45$ and $-0.025$ eV at $g=-0.55$. At $g=-0.6$, the lowest energy for motion along one axis, computed in a basis of 10, 20 and 40 oscillator quanta, falls from $-0.28$ to $-1.80$ to $-5.19$ eV. It does not settle, as expected for a Hamiltonian without a lower bound.

## Numbers as computed

```
trap quantum hbar*omega = 1.0 eV
trap angular frequency = 1.5193e+15 rad/s
trap spring constant m*omega^2 = 2.1026 N/m
oscillator length = 0.2760 nm
critical spring constant kappa = -1.0513 N/m
coefficient of g^2 in E_c = -0.375000 hbar*omega
coefficient of g^3 in E_c = 0.562500 hbar*omega
coefficient of g^4 in E_c = -0.820312 hbar*omega
coefficient of g^5 in E_c = 1.230469 hbar*omega
numerical coefficient of g^2 = -0.375000 hbar*omega
numerical coefficient of g^3 = 0.562500 hbar*omega
numerical coefficient of g^4 = -0.820312 hbar*omega
branch point from matrix series: g = -0.500000
branch exponent from matrix series = 0.5000
E_c at the branch point = -0.62132 eV
error of order-4000 sum there = 0.01338 eV
g=-0.45: cost of shifts +-0.5 lengths = 0.02500 eV
g=-0.55: cost of shifts +-0.5 lengths = -0.02500 eV
g=-0.6, one axis, 10 quanta: lowest = -0.284 eV
g=-0.6, one axis, 20 quanta: lowest = -1.801 eV
g=-0.6, one axis, 40 quanta: lowest = -5.191 eV
g=-0.2: kappa = -0.4205 N/m
g=-0.2: relative quantum = 0.77460 eV
g=-0.2: HF quantum = 0.89443 eV
g=-0.2: exact energy = 2.661895 eV
g=-0.2: HF energy = 2.683282 eV
g=-0.2: E_c = -0.021387 eV = -3.4265e-21 J
g=-0.2: Moller-Plesset parameter q = -0.2500
g=-0.2, order 2: g-series -0.015000, MP -0.020963 eV
g=-0.2, order 4: g-series -0.020813, MP -0.021373 eV
g=-0.2, order 10: g-series -0.021386, MP -0.021387 eV
g=-0.2, order 20: g-series -0.021387, MP -0.021387 eV
g=1.0: kappa = 2.1026 N/m
g=1.0: relative quantum = 1.73205 eV
g=1.0: HF quantum = 1.41421 eV
g=1.0: exact energy = 4.098076 eV
g=1.0: HF energy = 4.242641 eV
g=1.0: E_c = -0.144564 eV = -2.3162e-20 J
g=1.0: Moller-Plesset parameter q = 0.5000
g=1.0, order 2: g-series -0.375000, MP -0.132583 eV
g=1.0, order 4: g-series -0.632812, MP -0.142941 eV
g=1.0, order 10: g-series -9.122372, MP -0.144555 eV
g=1.0, order 20: g-series -3283.882504, MP -0.144564 eV
```
